# Hooke's atom: its exact ground state and the next polynomial solution

## Problem

Two electrons are bound to a common centre by springs of force constant \(k\) and repel each other by the Coulomb force. In Hartree atomic units, with \(k=\omega^2\),

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+\tfrac12\omega^2(r_1^2+r_2^2)+\frac1{r_{12}} .
\]

(a) Separate the Schrödinger equation.

(b) Verify that for \(k=1/4\) the function \(\Psi=(1+\tfrac12 r_{12})\,e^{-(r_1^2+r_2^2)/4}\) is an exact eigenfunction with \(E=2\) hartree, and show that it is the ground state.

(c) Find the next solution of this type, with a polynomial of degree two in \(r_{12}\) and no relative angular momentum. State the Hamiltonian and the energy to which it belongs.

## A tempting solution of part (c)

Let \(r=r_{12}\). Separation, carried out below, leaves a relative function \(e^{-\omega r^2/4}P(r)\) with

\[
P''+\left(\frac2r-\omega r\right)P'+\left[\epsilon-\tfrac32\omega-\frac1r\right]P=0, \tag{1}
\]

where \(\epsilon\) is the relative energy and \(E=\epsilon+\tfrac32\omega\). A harmonic oscillator has excited states with polynomials of rising degree, all in the same trap. It therefore seems natural to keep \(\omega=1/2\) and try \(P=1+a_1r+a_2r^2\).

- The highest power, \(r^2\), gives \(-2\omega a_2+(\epsilon-\tfrac32\omega)a_2=0\), so \(\epsilon=\tfrac72\omega=\tfrac74\) and \(E=\tfrac52\).
- The power \(r^{-1}\) gives \(2a_1-1=0\), so \(a_1=\tfrac12\).
- The power \(r^0\) gives \(2a_2+4a_2+2\omega-a_1=0\), so \(6a_2=\tfrac12-1\) and \(a_2=-\tfrac1{12}\).

All the unknowns are now fixed. The result, \(P=1+\tfrac12r-\tfrac1{12}r^2\) with \(E=\tfrac52\), even has one node, as a first excited s state should.

## Where it fails

Equation (1) also contains the power \(r^1\), which was never examined. Its coefficient is

\[
-\omega a_1+2\omega a_1-a_2=\omega a_1-a_2=\tfrac14+\tfrac1{12}=\tfrac13\neq0 .
\]

The left side of (1) is therefore \(r/3\) instead of zero, and the proposed function is not an eigenfunction.

The fault lies in the count of conditions. A polynomial of degree \(n\ge1\) produces the powers \(r^{-1},r^0,\dots,r^n\), which are \(n+2\) equations. With \(a_0=1\), the unknowns \(a_1,\dots,a_n\) and \(\epsilon\) number \(n+1\). One condition is left over, and the trap frequency must satisfy it. The pure oscillator escapes this because, without \(1/r\), its equation connects only powers that differ by two. The repulsion also connects neighbouring powers.

## Solution

### (a) Separation

Let \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf r=\mathbf r_1-\mathbf r_2\). The chain rule gives \(\nabla_1=\tfrac12\nabla_R+\nabla_r\) and \(\nabla_2=\tfrac12\nabla_R-\nabla_r\). In the sum of squares the cross terms cancel:

\[
\tfrac12(\nabla_1^2+\nabla_2^2)=\tfrac12\left(\tfrac12\nabla_R^2+2\nabla_r^2\right)=\tfrac14\nabla_R^2+\nabla_r^2 .
\]

From \(\mathbf r_{1,2}=\mathbf R\pm\mathbf r/2\) it follows that \(r_1^2+r_2^2=2R^2+\tfrac12r^2\). Hence

\[
H=\left[-\tfrac14\nabla_R^2+\omega^2R^2\right]+\left[-\nabla_r^2+\tfrac14\omega^2r^2+\frac1r\right].
\]

The product \(\Psi=\chi(\mathbf R)\,\varphi(\mathbf r)\) solves the problem, and the two energies add. The separation relies on the harmonic form of the trap, which has no cross term between \(\mathbf R\) and \(\mathbf r\).

For the centre of mass take \(\chi=e^{-\omega R^2}\). Since \(\nabla_R^2\chi=(4\omega^2R^2-6\omega)\chi\), the first bracket acting on \(\chi\) gives \((-\omega^2R^2+\tfrac32\omega+\omega^2R^2)\chi=\tfrac32\omega\,\chi\).

For a relative function without angular momentum put \(\varphi=e^{-\omega r^2/4}P(r)\). Then

\[
\varphi'=e^{-\omega r^2/4}\left(P'-\tfrac12\omega rP\right),\qquad
\varphi''=e^{-\omega r^2/4}\left[P''-\omega rP'+\left(\tfrac14\omega^2r^2-\tfrac12\omega\right)P\right].
\]

Inserting these into \(\varphi''+\tfrac2r\varphi'+(\epsilon-\tfrac14\omega^2r^2-\tfrac1r)\varphi=0\) cancels the terms in \(r^2P\). The constants \(-\tfrac12\omega\) and \(-\omega\) add to \(-\tfrac32\omega\), which gives (1).

The two Gaussians combine, because \(\omega R^2+\tfrac14\omega r^2=\tfrac12\omega(r_1^2+r_2^2)\).

### (b) The solution for \(k=1/4\)

Here \(\omega=\tfrac12\), so the combined Gaussian is \(e^{-(r_1^2+r_2^2)/4}\), as stated. With \(P=1+\tfrac12r\), \(P'=\tfrac12\), \(P''=0\) and \(\epsilon=\tfrac54\), the left side of (1) is

\[
\left(\frac2r-\frac r2\right)\frac12+\left(\frac12-\frac1r\right)\left(1+\frac r2\right)
=\frac1r-\frac r4+\frac12+\frac r4-\frac1r-\frac12=0 .
\]

The energy is \(E=\tfrac34+\tfrac54=2\) hartree, or 54.42 eV. The function is symmetric under exchange of the electrons, so it takes the antisymmetric singlet spin function.

To show that it is the ground state, use that \(\Psi>0\) everywhere, so that any trial function can be written as \(\Psi f\). Because \((H-E)\Psi=0\), the product rule leaves

\[
(H-E)\Psi f=-\sum_{i=1,2}\left(\nabla_i\Psi\cdot\nabla_if+\tfrac12\Psi\nabla_i^2f\right)=-\frac1{2\Psi}\sum_{i=1,2}\nabla_i\cdot\left(\Psi^2\nabla_if\right).
\]

Multiply by \(\Psi f^*\) and integrate by parts. The boundary terms vanish for normalizable trial functions of finite energy, and

\[
\langle\Psi f|H-E|\Psi f\rangle=\tfrac12\int\Psi^2\left(|\nabla_1f|^2+|\nabla_2f|^2\right)d^3r_1\,d^3r_2\ \ge 0 .
\]

No state lies below \(E\), and equality requires a constant \(f\), which is \(\Psi\) itself. The argument applies to every positive eigenfunction of \(H\).

### (c) Degree two

Let \(\omega\) be free. The highest power again gives \(\epsilon=\tfrac72\omega\), so the bracket in (1) is \(2\omega-1/r\). The remaining powers give

\[
r^{-1}:\ 2a_1=1,\qquad r^0:\ 6a_2+2\omega-a_1=0,\qquad r^1:\ \omega a_1-a_2=0 .
\]

The first and third yield \(a_1=\tfrac12\) and \(a_2=\tfrac12\omega\). The second becomes \(3\omega+2\omega=\tfrac12\), so

\[
\omega=\tfrac1{10},\qquad k=\tfrac1{100},\qquad a_2=\tfrac1{20},
\]

\[
\Psi=\left(1+\tfrac12r_{12}+\tfrac1{20}r_{12}^2\right)e^{-(r_1^2+r_2^2)/20},\qquad E=\tfrac72\omega+\tfrac32\omega=\tfrac12\ \text{hartree}=13.61\ \text{eV}.
\]

All coefficients are positive, so by the argument in (b) this is the ground state of a weaker trap. It is not an excited state of the first one.

The coefficient \(a_1=\tfrac12\) is the same in both solutions. It comes from cancelling the \(1/r\) singularity, which does not involve the trap.

## What "next" means

The word refers to the degree of the polynomial at zero relative angular momentum. Ordering by \(\omega\) would give another sequence, as two cases show.

**One unit of relative angular momentum.** Write \(\varphi=z\,g(r)\), where \(z\) is a component of \(\mathbf r\). Since \(\nabla^2(zg)=z(g''+\tfrac4rg')\), the term \(2/r\) in (1) becomes \(4/r\), and \(\tfrac32\omega\) becomes \(\tfrac52\omega\). For \(P=1+a_1r\) the powers \(r^{-1},r^0,r^1\) give \(4a_1=1\), \(\epsilon-\tfrac52\omega=a_1\) and \(\epsilon-\tfrac52\omega=\omega\). Hence \(\omega=\tfrac14\) and \(E=\tfrac72\omega+\tfrac32\omega=\tfrac54\) hartree. This function is antisymmetric in space and belongs to a spin triplet.

**Degree three without angular momentum.** Now \(\epsilon-\tfrac32\omega=3\omega\), and the conditions after \(a_1=\tfrac12\) are

\[
6a_2=\tfrac12-3\omega,\qquad 12a_3=a_2-\omega,\qquad a_3=\omega a_2 .
\]

The last two give \(a_2(1-12\omega)=\omega\). With \(a_2=(1-6\omega)/12\) this becomes \((1-6\omega)(1-12\omega)=12\omega\), or \(72\omega^2-30\omega+1=0\), so \(\omega=(5\pm\sqrt{17})/24\). The smaller root, 0.0365, has positive coefficients and is a ground state. The larger, 0.3801, has negative \(a_2\) and \(a_3\), hence one node. Diagonalization on a radial grid identifies it as the second s level of the relative motion in its trap. A polynomial solution can thus be an excited state of the trap to which it belongs.

At a general \(\omega\) a ground state still exists, but it is not one of these finite polynomials times the Gaussian.

## Comparing the two ground states

Averages over \(r\) need the moments \(I_m=\int_0^\infty r^me^{-\omega r^2/2}dr\). Direct integration gives \(I_1=1/\omega\) and \(I_2=\sqrt{\pi/2}\,\omega^{-3/2}\), and integration by parts gives \(I_{m+2}=(m+1)I_m/\omega\).

For \(\omega=\tfrac12\), \(P^2=1+r+\tfrac14r^2\). The norm and the repulsion integral are

\[
\int r^2\varphi^2dr=I_2+I_3+\tfrac14I_4=3.54491+8+5.31736=16.86227,
\]

\[
\int r\varphi^2dr=I_1+I_2+\tfrac14I_3=2+3.54491+2=7.54491 .
\]

The repulsion energy is \(W=7.54491/16.86227=0.44744\) hartree. In the same way \(\langle r^2\rangle=138.44306/16.86227=8.21023\) bohr².

The trap energy is \(V=\omega^2\langle R^2\rangle+\tfrac14\omega^2\langle r^2\rangle\). The density \(e^{-2\omega R^2}\) has \(\langle R^2\rangle=3/(4\omega)\), so

\[
V=\tfrac34\omega+\tfrac14\omega^2\langle r^2\rangle=0.37500+0.51314=0.88814\ \text{hartree}.
\]

The kinetic energy is the remainder, \(T=2-0.88814-0.44744=0.66442\) hartree.

A scaling argument checks these numbers. Replacing all coordinates in \(\Psi\) by \(\lambda\) times themselves changes the energy to \(\lambda^2T+\lambda^{-2}V+\lambda W\). This is stationary at \(\lambda=1\), so \(2T-2V+W=0\). Indeed \(1.32884-1.77628+0.44744=0\).

For \(\omega=\tfrac1{10}\), \(P^2=1+r+0.35r^2+0.05r^3+0.0025r^4\). The same steps give \(W=199.083/1204.407=0.1653\), \(V=0.0750+0.1337=0.2087\) and \(T=0.1260\) hartree.

Without repulsion the energy is \(3\omega\) and the mean separation is \(I_3/I_2=\sqrt{8/(\pi\omega)}\).

| | \(\omega=1/2\) | \(\omega=1/10\) |
|---|---|---|
| \(E\), hartree | 2 | 0.5 |
| \(E\) without repulsion, hartree | 1.5 | 0.3 |
| \(W/E\) | 0.224 | 0.331 |
| mean \(r_{12}\), bohr | 2.685 | 6.942 |
| the same without repulsion, bohr | 2.257 | 5.046 |

Repulsion lengthens the mean separation by a factor of 1.19 in the stronger trap and 1.38 in the weaker one. The reason appears in the scaled distance \(s=r\sqrt\omega\), in which the relative Hamiltonian is

\[
\omega\left[-\nabla_s^2+\tfrac14s^2+\frac1{s\sqrt\omega}\right].
\]

For large \(\omega\) the repulsion becomes a small correction, and \(E/\omega\) approaches 3. For small \(\omega\) it outweighs the kinetic energy, and to leading order the separation of the electrons sits at the minimum of \(\tfrac14\omega^2r^2+1/r\). There \(\tfrac12\omega^2r=1/r^2\), so \(r=(2/\omega^2)^{1/3}\). This grows faster than the oscillator length \(\omega^{-1/2}\) as the trap weakens. At that minimum the trap energy is half the repulsion, so \(W/E\) tends to \(2/3\). The two traps above are still far from this limit: the formula gives 2.00 and 5.85 bohr against the mean separations 2.685 and 6.942 bohr. It explains the trend, not the values of the two factors.

The scaled form also shows that the lowest \(\epsilon/\omega\) falls as \(\omega\) rises: the old ground state, used as a trial function at the larger \(\omega\), already has a lower expectation value. The lowest level therefore meets \(\epsilon=\tfrac52\omega\) at a single frequency, and likewise \(\epsilon=\tfrac72\omega\). A search with grid-computed levels, which makes no use of polynomials, finds 0.50000 and 0.10000, as the numerical output shows.

## Computed results

```
Hartree atomic units; k in hartree/bohr^2
l=0 n=1: omega=0.500000, E=2.000000 hartree, nodes=0
l=0 n=2: omega=0.100000, E=0.500000 hartree, nodes=0
l=1 n=1: omega=0.250000, E=1.250000 hartree, nodes=0
l=0 n=3: omega=0.380129, E=2.280776 hartree, nodes=1
l=0 n=3: omega=0.036537, E=0.219224 hartree, nodes=0
grid search, epsilon/omega=2.5: omega=0.50000
grid search, epsilon/omega=3.5: omega=0.10000
--- omega=0.50, k=0.2500, P coefficients: 1, 1/2
E = 2.000000 hartree = 54.4228 eV
centre of mass 0.7500, relative 1.2500 hartree
I_1 = 2.00000 bohr^2
I_2 = 3.54491 bohr^3
I_3 = 8.00000 bohr^4
I_4 = 21.26945 bohr^5
I_5 = 64.00000 bohr^6
I_6 = 212.69446 bohr^7
integral of r^2 phi^2   = 16.86227 bohr^3
integral of r phi^2     = 7.54491 bohr^2
integral of r^3 phi^2   = 45.26945 bohr^4
integral of r^4 phi^2   = 138.44306 bohr^5
mean r12 = 2.68466 bohr, mean r12^2 = 8.21023 bohr^2
kinetic T = 0.66442 hartree
trap V = 0.88814 hartree
repulsion W = 0.44744 hartree, W/E = 0.2237
no repulsion: E = 1.5000 hartree, mean r12 = 2.25676 bohr
stretch of mean r12 by repulsion = 1.1896
--- omega=0.10, k=0.0100, P coefficients: 1, 1/2, 1/20
E = 0.500000 hartree = 13.6057 eV
centre of mass 0.1500, relative 0.3500 hartree
I_1 = 10.00000 bohr^2
I_2 = 39.63327 bohr^3
I_3 = 200.00000 bohr^4
I_4 = 1188.99819 bohr^5
I_5 = 8000.00000 bohr^6
I_6 = 59449.90946 bohr^7
I_7 = 480000.00000 bohr^8
I_8 = 4161493.66249 bohr^9
integral of r^2 phi^2   = 1204.40741 bohr^3
integral of r phi^2     = 199.08318 bohr^2
integral of r^3 phi^2   = 8361.49366 bohr^4
integral of r^4 phi^2   = 64400.20066 bohr^5
mean r12 = 6.94241 bohr, mean r12^2 = 53.47045 bohr^2
kinetic T = 0.12603 hartree
trap V = 0.20868 hartree
repulsion W = 0.16530 hartree, W/E = 0.3306
no repulsion: E = 0.3000 hartree, mean r12 = 5.04627 bohr
stretch of mean r12 by repulsion = 1.3758
```
